\section*{Why end-state Berry phases do not fix the switching polarisation}

\section*{The argument under review}

The manuscript considers a ferroelectric film made of identical polar chains. In each cell a cation is displaced from $-u_0$ to $+u_0$, and the charge driven round a short-circuited external circuit is wanted. The authors compute the Berry-phase polarisation of the two end states and find $0.4516\,e$ at $-u_0$ and $-0.4516\,e$ at $+u_0$, as dipole per unit length of chain. They subtract, obtain $-0.9032\,e$, and note that this is smaller than half the polarisation quantum $2e$, so that no ambiguity seems to remain. They conclude that moving the positive ions to the right lowers the polarisation, and they assign the state at $+u_0$ a spontaneous polarisation of $-0.4516\,e$.

I have no objection to the two Berry phases. The question is whether their difference, folded to its smallest magnitude, is the charge that flows. The authors' model is simple enough for this to be settled by direct calculation.

\section*{Model and gap}

Hartree atomic units are used, with electron charge $-1$. The cell length is $a$. Site A, the anion, lies at $0$ with core charge $0$ and level $-D$. Site B, the cation, lies at $\tau=a/2+u$ with core charge $+2$ and level $+D$. One electron pair per cell fills the lower band. The hopping is $-t_1$ from A to B in the same cell and $-t_2$ from A to the B site at $\tau-a$, with
\begin{equation}
t_1=t_0e^{-u/l},\qquad t_2=t_0e^{u/l}.
\end{equation}
The orbitals are orthonormal, move with their atoms, and have a diagonal position operator. There is no macroscopic field, as in an ideally short-circuited film, and electron interaction is not treated.

In a Bloch basis that is periodic in $k$,
\begin{equation}
H=\begin{pmatrix}-D&h\\h^*&D\end{pmatrix},\qquad h=-(t_1+t_2e^{-ika}).
\end{equation}
The bands are $\pm E$ with $E=\sqrt{D^2+|h|^2}$ and $|h|^2=t_1^2+t_2^2+2t_1t_2\cos ka$. The minimum of $|h|^2$ is $(t_1-t_2)^2$, at $ka=\pi$, so the gap is
\begin{equation}
E_g=2\sqrt{D^2+(t_1-t_2)^2}.
\end{equation}
It closes at one point of the $(u,D)$ plane, $u=0$, $D=0$. This point decides the matter.

\section*{What a Berry phase leaves open}

Let $c(k)$ be the normalised lower-band vector, periodic in $k$, let $\hat\tau=\mathrm{diag}(0,\tau)$, and let $\langle\cdots\rangle_k=(a/2\pi)\int_0^{2\pi/a}\cdots\,dk$ be the zone average. The Wannier centre and the polarisation are
\begin{equation}
x_W=\big\langle i\,c^\dagger\partial_kc+c^\dagger\hat\tau c\big\rangle_k,\qquad
P=\frac{2\tau-2x_W}{a}.
\label{P}
\end{equation}
The first term in $P$ is the core charge times its position, the second the pair charge $-2$ times its centre.

The phase of $c$ is free. Replacing $c$ by $e^{-i\theta(k)}c$ adds $\langle\theta'\rangle_k$ to $x_W$. Since $c$ must stay periodic, $\theta$ can grow by $2\pi m$ across the zone, with $m$ an integer, and $x_W$ then changes by $(a/2\pi)(2\pi m)=ma$. Hence $P$ is defined modulo $2$: the pair may be credited to any cell. In three dimensions, moving a pair by a lattice vector $\mathbf R$ in a cell of volume $\Omega$ changes the polarisation by $2e\mathbf R/\Omega$; for chains of cross-section $S$ this is $2e/S$ along the chain.

The end states therefore give
\begin{equation}
\Delta P=-0.9032+2n,\qquad n\ \text{an integer}.
\end{equation}
The manuscript takes $n=0$ because this value has the smallest magnitude. That is a choice, and nothing in the two end states supports it.

\section*{What flows}

Let $u$ and $D$ vary in time, so that $i\dot c=Hc$. Then
\begin{align}
\frac{d}{dt}\big(i c^\dagger\partial_kc\big)
&=i\dot c^\dagger\partial_kc+ic^\dagger\partial_k\dot c\nonumber\\
&=-c^\dagger H\partial_kc+c^\dagger\partial_k(Hc)
=c^\dagger(\partial_kH)c,\\
\frac{d}{dt}\big(c^\dagger\hat\tau c\big)
&=c^\dagger\,i[H,\hat\tau]\,c+|c_B|^2\dot u .
\end{align}
The sum $v=\partial_kH+i[H,\hat\tau]$ is the velocity operator. Its off-diagonal element is
\begin{equation}
v_{AB}=-i\left[t_1\tau+t_2(\tau-a)e^{-ika}\right],
\end{equation}
in which each hopping is multiplied by the length of its bond. With $n_B=\langle|c_B|^2\rangle_k$, equation \eqref{P} gives
\begin{equation}
\frac{dP}{dt}=\frac{2\dot u-2\left(\langle c^\dagger vc\rangle_k+n_B\dot u\right)}{a}.
\label{current}
\end{equation}
The right-hand side is the physical current: moving cores, electrons crossing bonds, and electrons carried along by the moving orbitals. It contains no free phase. The transferred charge is its time integral.

If the gap stays open and the motion is slow, with duration $T$, then $c(t)$ is the instantaneous ground state times a phase factor, up to admixtures that vanish as $T\to\infty$. The phase factor starts at unity and evolves continuously, so it cannot acquire a winding in $k$ and adds nothing to $x_W$. The transferred charge is then the continuous change of the ground-state $P$ along the path. If the gap closes, the state need not follow the ground state and this argument fails.

\section*{The branch for positive $D$}

The continuous change can be found in closed form. Write $-h^*=t_1+t_2e^{ika}=|h|e^{i\varphi}$. The second row of $(H+E)c=0$ reads $h^*c_A+(D+E)c_B=0$, so
\begin{equation}
\frac{c_B}{c_A}=\frac{|h|e^{i\varphi}}{E+D},\qquad
w\equiv|c_B|^2=\frac12\left(1-\frac DE\right)=\frac{|h|^2}{2E(E+D)}.
\end{equation}
For $D>0$ the weight on A exceeds one half at every $k$. We may therefore take $c_A$ real and positive everywhere, $c=(\sqrt{1-w},\sqrt w\,e^{i\varphi})$. The derivatives of the moduli cancel by normalisation, $ic^\dagger\partial_kc=-w\varphi'$, and
\begin{equation}
x_A=\big\langle w(\tau-\varphi')\big\rangle_k,\qquad
\varphi'=\frac{a(t_2^2+t_1t_2\cos ka)}{|h|^2}.
\label{xA}
\end{equation}
The factor $|h|^2$ in $w$ cancels the denominator of $\varphi'$, so $x_A$ is continuous throughout $D>0$. It follows that every path that keeps $D>0$ gives the same $\Delta P$.

Under $u\to-u$ the hoppings interchange, $\tau\to a-\tau$, and $w$ is unchanged. The two numerators $t_2^2+t_1t_2\cos ka$ and $t_1^2+t_1t_2\cos ka$ add up to $|h|^2$, so $\varphi'\to a-\varphi'$. Hence $\tau-\varphi'$ changes sign and $x_A(-u)=-x_A(u)$. The core moves by $2u_0$, which gives
\begin{equation}
\Delta P_{D>0}=\frac{4u_0-4x_A(u_0)}{a}.
\label{dP}
\end{equation}

At $u=0$ the centre is $x_A=0$, on the anion, and $P=1$. This corrects a second assumption of the manuscript, that a centrosymmetric state has zero formal polarisation. Inversion requires $P=-P$ modulo $2$, which $P=1$ satisfies as well as $P=0$. The spontaneous polarisation is the change from this reference along the path, not the folded Berry phase itself.

\section*{Two limits}

For $D\to0^+$ at $u\ne0$, $w\to\frac12$ and $x_A\to\frac12(\tau-\langle\varphi'\rangle_k)$. As $k$ crosses the zone, $t_1+t_2e^{ika}$ runs round a circle of radius $t_2$ centred at $t_1$. It encloses the origin if $t_2>t_1$, so
\begin{equation}
\langle\varphi'\rangle_k=\begin{cases}a,&u>0,\\0,&u<0.\end{cases}
\label{wind}
\end{equation}
Thus $x_A(u_0)\to\frac12(a/2+u_0-a)=-a/4+u_0/2$, the midpoint of the strong bond between A at $0$ and B at $-a/2+u_0$. Inserting this in \eqref{dP},
\begin{equation}
\Delta P\to\frac{4u_0}{a}+1-\frac{2u_0}{a}=1+\frac{2u_0}{a}.
\label{limit}
\end{equation}
The reason for the large value is visible here. While the cation moves right, the pair moves left, from the strong bond on one side of the anion to the strong bond on the other. Negative charge moving left and positive charge moving right add. In this limit, which requires $D\ll|t_2-t_1|$ at the end states, the electrons alone contribute $1-2u_0/a$, nearly half a quantum when $u_0\ll a$, and the cores carry the total beyond it. The order of limits matters: at fixed $D>0$ the electronic share vanishes as $u_0\to0$, since $x_A$ is continuous and odd in $u$.

The leading correction follows from $w=\frac12-D/(2|h|)+O(D^3)$:
\begin{equation}
\Delta P=1+\frac{2u_0}{a}+\frac{2D}{a}\left\langle\frac{\tau-\varphi'}{|h|}\right\rangle_k+O(D^3),
\end{equation}
with the average taken at $u=u_0$. It is linear in $D$.

In the opposite limit, $D\gg t_1,t_2$, the weight $w$ vanishes, the pair stays on the anion, $x_A\to0$, and $\Delta P\to4u_0/a$. This is the ionic value, core charge times displacement. For $u_0<a/4$ it is below half a quantum, and the manuscript's recipe then gives the right answer. The recipe is thus safe when $|\Delta P|<1$ is known from elsewhere, but it cannot establish that condition itself.

\section*{A second insulating path}

It is not enough to ask for an insulating path without saying which. Let $D$ become negative before $u$ passes zero and positive again afterwards. For $D<0$ the larger weight is on B, so we take $c_B$ real and positive, $c=(\sqrt{1-w}\,e^{-i\varphi},\sqrt w)$. Then $ic^\dagger\partial_kc=(1-w)\varphi'$ and
\begin{equation}
x_B=\big\langle w\tau+(1-w)\varphi'\big\rangle_k=x_A+\langle\varphi'\rangle_k .
\end{equation}
This expression is continuous throughout $D<0$. For $u\neq0$ both expressions remain valid across $D=0$, so they can be compared there by means of \eqref{wind}. At the first crossing $u<0$ and $x_B=x_A$: the centre passes continuously from one expression to the other. At the return crossing $u>0$ and $x_B=x_A+a$. The centre therefore arrives at $x_A(u_0)+a$, and
\begin{equation}
\Delta P_{\text{second}}=\Delta P_{D>0}-2 .
\end{equation}
At $u=0$ the pair is now centred on the cation, $x_B=a/2$ and $P=0$. The two paths have the same end states and are both insulating throughout, yet they transfer different charges, because together they encircle the gapless point.

\section*{The numbers}

The parameters are round values: $a=8$ bohr, $u_0=0.6$ bohr, $l=1$ bohr, $t_0=0.1$ hartree, $D_0=0.01$ hartree. The displacement is $u=-u_0\cos\pi s$ with $0\le s\le1$. On path 1, $D=D_0$; on path 2, $D=D_0\cos2\pi s$. The smallest bulk gap is $0.020$ hartree ($0.54$ eV) on both.

The Wannier centres of the end states are $\pm1.5936$ bohr, close to the bond midpoints $\pm(2-0.3)=\pm1.7$ bohr of the small-$D$ limit. On path 1 the centre goes from $+1.5936$ through $0$ to $-1.5936$ bohr, and
\begin{equation}
\Delta P_1=\frac{2(1.2)}{8}+\frac{2(3.1872)}{8}=0.3000+0.7968=1.0968 .
\end{equation}
On path 2 it goes through $a/2=4$ bohr to $8-1.5936=6.4064$ bohr, a shift of $+4.8128$ bohr, and
\begin{equation}
\Delta P_2=0.3000-\frac{2(4.8128)}{8}=-0.9032 .
\end{equation}
The manuscript's number is thus the charge for a process in which the anion and cation levels change places halfway. For the process it describes, cations moving at fixed $D$, the answer is $+1.0968\,e$. Both the sign and the size were wrong.

A test that uses no Berry phase is to solve $i\dot c=Hc$ and integrate the current \eqref{current}. With a switching time of $20000$ atomic units, a time step of $1$, $160$ $k$-points and the current sampled at the end of each step, this gives $1.0963\,e$ on path 1 and $-0.9022\,e$ on path 2, within about $0.001\,e$ of the followed branches. The remainder is discretisation error, not an effect of the finite duration: converged in time step and $k$-grid, the same duration gives $1.0968\,e$ and $-0.9032\,e$. Faster switching does leave a deviation; at $5000$ atomic units the charges are $1.0934\,e$ and $-0.8971\,e$. Following the ground-state branch, without a real-time run, along a third path on which $D$ rises to $3D_0$ at the midpoint gives $1.0968\,e$, as it must for $D>0$.

The limit \eqref{limit} is $1+1.2/8=1.15$. At $D=0.001$ and $0.0005$ hartree the followed values are $1.14467$ and $1.14733$, short of it by $0.00533$ and $0.00267$. Halving $D$ halves the shortfall, as the linear correction requires.

For $S=64$ bohr$^2$ the quantum is $1.788$ C/m$^2$. The switching polarisation on path 1 is $0.981$ C/m$^2$, so the spontaneous polarisation at $+u_0$ is half of this, $0.490$ C/m$^2$. The manuscript's value would be $-0.404$ C/m$^2$.

\section*{Does a finite film escape the ambiguity?}

The authors may reply that a real film has a definite dipole. It has, once its surfaces and their occupation are specified. Take an open chain of $N$ cells, beginning with A and ending with B, with the lowest $N$ levels doubly occupied. Its dipole per added cell length is $0.4516\,e$ at $-u_0$ and $1.5484\,e$ at $+u_0$. The difference is $1.0968\,e$, the value of path 1. The additional information lies in the surfaces.

For $u>0$ each end atom is attached by the weak bond. At the left end there is a state on A sites alone: the equation at the B site of cell $n$, $-t_1A_n-t_2A_{n+1}=0$, gives $A_{n+1}=-(t_1/t_2)A_n$, which decays into a thick film, with energy $-D$. At the right end the corresponding state on B sites has energy $+D$. On path 1 the first is filled and the second empty wherever $u>0$, and the computed film gap never falls below $0.020$ hartree.

On path 2, $D$ returns through zero while $u>0$, and these two levels cross. For $40$ cells the film gap falls below $10^{-8}$ hartree although the bulk remains insulating. Just before the crossing $D<0$ and the pair occupies the right-hand state. If it stays there, the final film has a pair at the right surface instead of the left. Its dipole is lower by about $2Na$, its polarisation is $1.5484-2=-0.4516$, and the change is again $-0.9032\,e$. If the pair instead relaxes to the left surface, the film reaches its ground state, and the final dipole no longer records what the bulk transferred. Film ground states at the two ends thus reproduce the bulk result provided the gap between filled and empty film levels, surface levels included, stays open on the way, however thick the film. It is not enough that surface levels avoid one another. A neutral film that begins and ends with A has a single surface level, at $-D$ and empty; at $u=0$ the top of the filled bulk band also reaches $-D$, so the gap of a thick film closes there.

\section*{Changes requested}

The authors should state the path and compute $P$ at intermediate points, checking the gap at each. Between neighbours the difference is folded into the interval from $-1$ to $1$, and the folded differences are added. This is correct when each true increment is smaller than half a quantum in magnitude. Continuity guarantees that a fine enough sampling achieves this, and a refined sampling should leave the sum unchanged. With $121$ points the largest step on path 1 is $0.099\,e$, and $61$ points give the same total.

Here a single intermediate point would have been enough. The state at $u=0$ divides path 1 into two steps of $0.5484\,e$, each below $1$, whereas the direct step of $1.0968\,e$ is not. That three points suffice is known because the finer sampling agrees. The midpoint must also belong to the intended path: with the pair centred on the cation, the same procedure returns $-0.9032\,e$.

If the intended path meets the gapless point, as it would with $D=0$ throughout, the bulk current argument does not apply there. A detour that keeps the gap open defines a branch, but detours on the two sides of the point differ by $2e$, and the choice between them needs a physical reason. The analysis also assumes uniform reversal. Switching by moving domain walls requires a separate check that the walls and surfaces remain insulating.

The individual values along both paths are in the numerical output.

\section*{Values computed for the example and the checks}
\begin{verbatim}
cell a = 8.0 bohr, u0 = 0.6 bohr, l = 1.0 bohr
t0 = 0.10 hartree, D0 = 0.01 hartree, S = 64 bohr^2
hoppings at u=+u0: t1 = 0.0549, t2 = 0.1822 hartree
Wannier centre at -u0, +u0: 1.5936, -1.5936 bohr
folded P at -u0, +u0: 0.4516, -0.4516 e
end-state gap: 0.2554 hartree
naive folded difference: -0.9032 e
path 1 (D constant): Delta P = 1.0968 e
  smallest bulk gap 0.0200 hartree = 0.544 eV, largest step 0.0986 e
  s=0.00 u=-0.600 bohr D=+0.010 hartree followed P=+0.4516 e
  s=0.25 u=-0.424 bohr D=+0.010 hartree followed P=+0.4851 e
  s=0.50 u=-0.000 bohr D=+0.010 hartree followed P=+1.0000 e
  s=0.75 u=+0.424 bohr D=+0.010 hartree followed P=+1.5149 e
  s=1.00 u=+0.600 bohr D=+0.010 hartree followed P=+1.5484 e
path 2 (D reversed midway): Delta P = -0.9032 e
  smallest bulk gap 0.0200 hartree = 0.544 eV, largest step 0.0948 e
  s=0.00 u=-0.600 bohr D=+0.010 hartree followed P=+0.4516 e
  s=0.25 u=-0.424 bohr D=+0.000 hartree followed P=+0.4470 e
  s=0.50 u=-0.000 bohr D=-0.010 hartree followed P=+0.0000 e
  s=0.75 u=+0.424 bohr D=-0.000 hartree followed P=-0.4470 e
  s=1.00 u=+0.600 bohr D=+0.010 hartree followed P=-0.4516 e
path 3 (D tripled midway): Delta P = 1.0968 e
  smallest bulk gap 0.0600 hartree = 1.633 eV, largest step 0.0348 e
path 1 minus path 2: 2.000000 e
path 1 with three points only: 1.0968 e
|folded P| at u=0: pair on A 1.0000 e, pair on B 0.0000 e
real-time charge, path 1 (D constant): 1.0963 e
real-time charge, path 2 (D reversed midway): -0.9022 e
real-time switching duration: 20000 atomic units of time
film P at -u0, +u0: 0.4516, 1.5484 e; difference 1.0968 e
smallest film gap: path 1 0.0200 hartree, path 2 below 1e-8 hartree: True
D = 0.0010 hartree: Delta P = 1.14467 e
D = 0.0005 hartree: Delta P = 1.14733 e
limit 1 + 2 u0/a = 1.15000 e
ions alone (core charge only): 0.3000 e
quantum: 2.0 e = 1.7880 C/m^2
Delta P path 1: 0.9805 C/m^2, half of it: 0.4903 C/m^2
naive Delta P: -0.8074 C/m^2, half of it: -0.4037 C/m^2
\end{verbatim}
